Why time reversal permits spin Hall but forbids linear charge Hall

Reverse the film of a moving electron. Its position x and the applied electric field E look the same, so they are even under time reversal. Its velocity v changes sign. So does its spin s, which is an angular momentum. Velocity and spin are odd, and their product is even:

v_y → −v_y,  s_z → −s_z,  v_y s_z → (+1) v_y s_z.

Suppose a field along x sends spin-up electrons towards +y and spin-down electrons towards −y. In the reversed film the first group moves towards −y with spin down, and the second towards +y with spin up. This is the same spin current. A net charge current along y would instead have turned round. Parity therefore treats the two transverse currents differently.

One more step is needed before this becomes a proof. The argument "j is odd, E is even, so j = σE is impossible" would also forbid Ohm's law. An ohmic current produces heat, and its reversed film shows heat turning into ordered motion. That is not the steady state which the same field would set up. Parity must be applied to the response of an equilibrium state, which is time-reversal symmetric, and not to the driven state.

**What parity says about the response**

Let H describe the metal without the field, including spin-orbit coupling and fixed nonmagnetic impurities. Let ρ be its equilibrium state, and let Θ be time reversal. "Nonmagnetic" means here that H and ρ are both unchanged by Θ, with no magnetic field applied.

A force F along x adds −F X to H, where X is the sum of the electrons' x coordinates. First-order perturbation theory gives the change of an observable P as

δ⟨P⟩(t) = ∫ dt′ χ_PX(t − t′) F(t′),  t′ < t,
χ_PQ(t) = (i/ħ) ⟨P(t)Q − Q P(t)⟩.

Here P(t) = exp(iHt/ħ) P exp(−iHt/ħ), and the average is taken in ρ.

Write P′ = ΘPΘ⁻¹. Because Θ is antiunitary, it turns i into −i, so that ΘP(t)Θ⁻¹ = P′(−t). For the same reason the trace of a transformed operator is the complex conjugate of the original trace. Hence

⟨P(t)Q⟩ = [Tr ρ P′(−t) Q′]*
= Tr Q′ P′(−t) ρ
= ⟨Q′ P′(−t)⟩
= ⟨Q′(t) P′⟩.

The second line uses the fact that complex conjugation of a trace takes the Hermitian adjoint inside it. The last uses stationarity: only the time difference matters. The same steps give ⟨Q P(t)⟩ = ⟨P′ Q′(t)⟩. Subtracting,

χ_PQ(t) = χ_Q′P′(t).

If P and Q have definite parities ε_P and ε_Q, this becomes

χ_PQ(t) = ε_P ε_Q χ_QP(t).

For charge transport take P = Y and Q = X, which are both even. Then χ_YX = χ_XY. The electron charge is −e, so F = −eE, and the current density is −e⟨dY/dt⟩ divided by the area S. The two minus signs multiply to give

σ_yx = (e²/S) ∫₀^∞ dt exp(−ηt) dχ_YX/dt.

The small rate η describes slow switching-on; for a steady current the sample is made large before η goes to zero. Exchanging x and y gives σ_xy, and since the two χ are equal,

σ_yx = σ_xy.

The Hall conductivity is the antisymmetric part, (σ_yx − σ_xy)/2, and it vanishes. Nothing forces σ_xx to vanish, so Ohm's law survives. A symmetric σ_xy may also survive in a crystal or sample of low symmetry. It reflects different conductivities along different axes and is removed by rotating the axes, so it is not a Hall effect.

For spin transport take the spin current J = (v_y s_z + s_z v_y)/2, summed over electrons, with s_z = ±1. It is even, so the rule reads χ_JX = χ_XJ. This connects the spin Hall effect with its inverse, in which a force coupled to J produces a charge response. It does not equate the spin Hall response to minus itself, and so does not remove it.

If s_z is conserved and the electrons are independent, a sharper statement follows. Time reversal turns the position operators of spin-up electrons into those of spin-down electrons. The rule with primes then gives σ_yx(↑) = σ_xy(↓), so the Hall parts obey

σ_H(↑) = −σ_H(↓).

Their sum, the charge Hall conductivity, is zero. Their difference, the spin Hall conductivity, is 2σ_H(↑).

Permission is not a guarantee. Without spin-orbit coupling or magnetism both spins have the same Hamiltonian, so σ_H(↑) = σ_H(↓), and both must be zero.

A small disordered cluster of 16 sites shows these cases separately. It has random hopping, and its response is damped at 0.5 in hopping units. The Hall parts, in e²/ħ, are:

- spin-orbit coupling, no exchange field: charge 0, spin 0.0029;
- neither: charge 0, spin 0;
- both: charge 0.0051, spin 0.0052;
- exchange field along z, no spin-orbit coupling: charge 0, spin 0.

In the first case σ_xx is 0.174 and the symmetric σ_xy is −0.011, so neither ordinary conduction nor an off-diagonal current is forbidden. These numbers show only what is zero and what is not. The spin value depends on the damping and even changes sign with it: it is −0.006 at damping 1 and tends to 0.026 as the damping goes to zero, while σ_xx then vanishes. This cluster does not conserve s_z, so a finite sample can hold a static ⟨J⟩ in a tilted potential, which is not a transport current. In the last case each spin separately has a real Hamiltonian. Complex conjugation then serves as a time reversal within each spin species, and each Hall part vanishes by itself. For a collinear exchange field such as this one, a charge Hall effect requires spin-orbit coupling as well.

**A model in which the motion can be followed**

Monolayer MoS2 has valence-band maxima in two valleys, K and K′, at opposite crystal momenta. Label them τ = +1 and τ = −1. Let k be measured from the centre of the valley, and let s = ±1 be the spin. A two-orbital model near each maximum is

h = A(τk_x σ_x + k_y σ_y) + (Δ/2)σ_z − λτs(σ_z − 1)/2.

The matrices σ act on the two orbitals, not on the real spin. A is the lattice constant times the hopping energy, Δ is the gap parameter, and 2λ is the spin splitting of the valence band. Collecting the terms in σ_z gives

h = λτs/2 + D·σ,
D = (τAk_x, Ak_y, m),  m = (Δ − λτs)/2.

The energies are λτs/2 ± d, with d = √(m² + A²k²). Changing the signs of k, τ and s together turns h into its complex conjugate, since σ_y is the imaginary matrix. This is time reversal: it pairs K spin-up with K′ spin-down.

Now apply a constant force F along x. It changes the momentum at the rate ħ dk_x/dt = F. Let n = ⟨σ⟩ be the orbital vector of an electron. The Schrödinger equation makes it precess:

dn/dt = (2/ħ) D × n.

In the valence band at rest, n = −u, where u = D/d. When k moves slowly, n lags slightly, so write n = −u + δn with δn perpendicular to u. To first order in the force,

−du/dt = (2d/ħ) u × δn.

Take the cross product of u with both sides. Since u × (u × δn) = −δn,

δn = (ħ/2d) u × du/dt = (ħ/2d³) D × dD/dt.

The part of du/dt that comes from the changing length d is parallel to u and drops out. With dD/dt = (τAF/ħ, 0, 0), the y component of D × dD/dt is mτAF/ħ. The velocity operator along y is (1/ħ)∂h/∂k_y = Aσ_y/ħ, so the extra transverse velocity is

v_y = (A/ħ) δn_y = ΩF/ħ,
Ω = τA²m/(2d³).

The quantity Ω is the Berry curvature of the valence band. Here it measures how strongly a forced change of k_x tilts the orbital state towards motion along y. The derivation requires the state to follow the field slowly, on the scale of the orbital precession time ħ/(2d).

For the time-reversed partner, τ changes sign while m and d do not. Hence Ω changes sign, but the force does not. The partners acquire opposite transverse velocities and carry opposite spins, so v_y s_z is the same for both. The charge currents cancel and the spin currents add.

**Adding up the holes**

One cone with occupation f contributes −e∫ f v_y d²k/(2π)² to the current. Inserting v_y = −eEΩ/ħ gives

σ_yx = (e²/h) ∫ f Ω d²k/(2π).

The ordinary band velocity also carries current, but in this isotropic model a pocket displaced along x gives none along y.

A completely filled valence cone gives τ/2 in units of e²/h, whatever the value of m > 0. For each spin the K and K′ cones therefore cancel, and the holes remain. This cancellation belongs to the two-cone model. States far from the valleys in a real crystal could add a background that is not computed here.

Let holes fill the states k < k_F of K spin-up and K′ spin-down. From d² = m² + A²k² we have A²k dk = d dd. The missing electrons at K give

σ_yx(↑) = −(e²/h) ∫₀^k_F Ω k dk
= −(e²/h)(m/2) ∫ dd/d²
= −(e²/2h)(1 − m/d_F),

where the second integral runs from m to d_F = √(m² + A²k_F²). The holes at K′ give the opposite value for spin down. Therefore

σ_charge = σ_yx(↑) + σ_yx(↓) = 0,
σ_spin = σ_yx(↑) − σ_yx(↓) = −(e²/h)(1 − m/d_F).

Here σ_spin is expressed as a charge conductivity. Multiplying by (ħ/2)/(−e) converts it to a flow of angular momentum.

Each pocket holds k_F²/(4π) holes per unit area, so the total density is p = k_F²/(2π). At low density, Ak_F ≪ m, the square root can be expanded:

σ_spin ≈ −(e²/h) A²k_F²/(2m²) = −(e²/h) πA²p/m².

The effect then grows in proportion to the number of holes. In the opposite mathematical limit, Ak_F ≫ m > 0, its magnitude approaches e²/h. The two-pocket picture of MoS2 fails long before that. Holes first enter a further valence maximum at Γ, discussed below (at about 1.5 × 10¹³ cm⁻² if it lies 0.07 eV lower), and later the other spin-split bands at K and K′.

Those bands show what spin-orbit coupling does in this model. They hold K spin-down and K′ spin-up, and their holes contribute to σ_spin with the opposite sign. If λ = 0, both pairs are equally filled and σ_spin vanishes. The curvature remains, and carriers from the two valleys still separate, but each valley then contains both spins equally. Spin-orbit coupling ties the spin to the valley.

**Numbers for a hole-doped monolayer**

Take rough, typical parameters: lattice constant 0.319 nm, hopping 1.1 eV, Δ = 1.66 eV and 2λ = 0.15 eV. For the occupied pockets τs = 1, so

A = 0.319 × 1.1 = 0.351 eV nm,
m = (1.66 − 0.075)/2 = 0.7925 eV.

A hole density of 5 × 10¹² cm⁻² is 0.05 nm⁻², which gives

k_F = √(2π × 0.05) = 0.56 nm⁻¹.

The Fermi level lies d_F − m = 24 meV below the valence edge. This is well short of the 150 meV splitting, so at 10 K the other pair of bands is practically free of holes.

At k_F the curvature is +0.090 nm² for K spin-up and −0.090 nm² for K′ spin-down. A field of 0.001 MV/cm exerts F = −10⁻⁴ eV/nm on an electron. With ħ = 0.658 eV fs,

v_y = 0.0896 × (−10⁻⁴)/0.658 nm/fs = −13.6 m/s

for K spin-up. Direct integration of the Schrödinger equation, with the field raised smoothly over 40 fs from k_x = ±k_F, gives −13.64 m/s for K spin-up and +13.61 m/s for its partner. The small difference arises because the field moves one electron slightly towards its valley centre, where the curvature is larger, and the other away from it.

The spin Hall conductivity is

σ_spin = −(1 − 0.7925/0.8165) e²/h = −0.029 e²/h,

with magnitude 1.14 μS. A thermal sum over all four cones at 10 K agrees to the printed digits, and its charge Hall conductivity is zero. In the chosen field the transverse spin current, in charge units, is 0.114 μA/μm. These digits belong to the two-orbital model with the chosen parameters. A three-band tight-binding model of MoS2 gives the same sign but a curvature of 0.135 nm² at k_F, a hole mass of 0.63 and σ_spin = −0.044 e²/h, so for the real material the size is uncertain by some tens of percent.

Now break time reversal with an exchange shift, raising spin-up bands by 5 meV and lowering spin-down bands by 5 meV, at fixed total hole density and 10 K. The K pocket becomes about 29 meV deep and the K′ pocket about 19 meV. Since 1 − m/d_F is the depth divided by d_F, the two transverse currents no longer balance. The charge Hall conductivity becomes −0.0059 e²/h, while the spin Hall value remains −0.029 e²/h. The charge effect measures the imbalance between the pockets, and the spin effect measures their sum.

**What changes in a real sample**

The chosen density is of the order that a gate can induce. The assumed mobility of 200 cm²/Vs is favourable for this material. With the model's hole mass of 0.505 electron masses it implies a scattering time of 57 fs and a level broadening of about 11.5 meV. That is about half the Fermi depth, so treating the pockets as sharp is only a moderate approximation. The longitudinal sheet conductivity is 160 μS, and the intrinsic spin Hall conductivity is 0.7% of it in magnitude.

Temperature matters too. Another valence maximum, at Γ, may lie close to the K maxima. Taking it roughly 0.07 eV lower, with a mass of 2.5 electron masses and no Hall contribution, puts 31% of the holes there at 300 K. At the same total density the spin Hall conductivity falls to −0.019 e²/h. Most of this reduction follows from the loss of holes to Γ. The rest combines thermal spreading with holes in the oppositely contributing spin-split bands, and the calculation does not separate these two. The result is sensitive to the assumed offset: 0.03 eV gives 63% of the holes at Γ and −0.010 e²/h, while 0.15 eV gives 2% and −0.027 e²/h.

Impurities can change the number even more. The law v_y = ΩF/ħ applies to any slow force, including that of a smooth impurity. In the steady state the average impurity force balances the field. If Ω is nearly uniform over the pocket, the sideways displacements during collisions therefore cancel the intrinsic hole term. For weak point impurities, a separate calculation of these displacements gives −1.00 times the intrinsic term. This is not yet the net result. Collisions also change the distribution of carriers, partly because the field does work on an electron during each sideways displacement. That contribution is not computed here. For weak point impurities, in the ladder approximation that neglects crossed scattering from pairs of impurities, it is about as large as the intrinsic term and reverses the total. Skew scattering, including those crossed terms, adds contributions of the same order or larger, which can undo the reversal. The value −0.029 e²/h is thus the intrinsic part alone; neither the size nor the sign of the measured total follows from it.

The symmetry result does not share this weakness, because nonmagnetic impurities were included in H from the start. They can change the spin Hall current, and even reverse it, but they cannot create a linear charge Hall current. For that, one of the premises must fail. A magnetic field, magnetic order or magnetic impurities can break the time-reversal symmetry of H. Alternatively, the starting state can lack it: circularly polarised light, for example, can populate the two valleys of MoS2 unequally. The theorem is also silent beyond linear response. A strong field shifts the occupied states to one side in k, and the shifted distribution is no longer its own time-reversed partner. In a crystal of sufficiently low symmetry, a charge Hall current proportional to E² can then appear.

Most of the values used above are listed in the numerical output, where the response function χ is written K.

Computed values

```
CLUSTER of 16 sites; conductivities in e^2/hbar
damping 0.5, temperature 0.2 (hopping units)
SOC, no exchange: sigma_xx 0.17413, symmetric xy -0.01101
   charge Hall -0.00000, spin Hall 0.00289
no SOC, no exchange: sigma_xx 0.17779, symmetric xy -0.01060
   charge Hall -0.00000, spin Hall 0.00000
SOC and exchange: sigma_xx 0.16031, symmetric xy -0.01098
   charge Hall 0.00512, spin Hall 0.00521
exchange, no SOC: sigma_xx 0.16276, symmetric xy -0.00116
   charge Hall 0.00000, spin Hall 0.00000
largest |K_vy,x - K_vx,y| over time, SOC only: 5.5e-14
MoS2 MONOLAYER, holes, rough typical parameters
lattice constant 0.319 nm, hopping 1.1 eV
gap parameter 1.66 eV, valence splitting 0.15 eV
A = 0.3509 eV nm, half gap m = 0.7925 eV
hole density 5.0e+12 cm^-2, kF = 0.5605 nm^-1
Fermi level below valence edge: 24.0 meV
curvature at kF, K up: 0.08962 nm^2
curvature at kF, K' down: -0.08962 nm^2
field 0.001 MV/cm along x
transverse velocity, K up, time evolution: -13.64 m/s
transverse velocity, K' down, time evolution: 13.61 m/s
transverse velocity, K up, formula: -13.62 m/s
spin Hall conductivity, formula: -0.02944 e^2/h
its magnitude: 1.141 uS
spin Hall conductivity, thermal sum 10 K: -0.02944 e^2/h
charge Hall conductivity at 10 K: 0.00000 e^2/h
transverse spin current in charge units: 0.1141 uA/um
exchange shift +/-5 meV, 10 K:
   charge Hall -0.00594, spin Hall -0.02938 e^2/h
NEGLECTED EFFECTS
Gamma valley, rough: depth 0.07 eV, mass 2.5 m_e
300 K with Gamma: spin Hall -0.01900 e^2/h
300 K share of holes in Gamma: 30.6 %
side-jump accumulation / intrinsic hole term: -1.000
mobility 200 cm2/Vs, hole mass at kF 0.505 m_e
scattering time 57.5 fs, broadening 11.5 meV
longitudinal sheet conductivity 160.2 uS
intrinsic spin Hall / longitudinal: 0.00712
```
